# Normalizing the open-path histogram and extracting the condensate fraction: a program that tests the result

```python
"""
Result under test: for N bosons in a periodic cell of volume V, the histogram
density P(s) of the end-to-end vector s of one cut path obeys
    P(s) = g(s) / (V f0),   Z_open / Z_closed = C V f0,   g(0) = 1,
where g is the one-body density matrix divided by the density, f0 is the
fraction of particles with zero momentum and C is the weight of the open sector.
Units: hbar = m = 1 and a model length ell; energies in hbar^2/(m ell^2).
Ring model: two bosons, circumference L, inverse temperature beta, M time slices.
Cubic model: ideal Bose gas with unit density at half the bulk transition temperature.
"""
import numpy as np
from scipy.special import zeta

L, beta, M, v0, C = 4.0, 2.0, 4, 4.0, 0.3
tau = beta / M


def wrap(x):
    return x - L * np.rint(x / L)


def pair_potential(x):
    c2 = np.cos(np.pi * x / L) ** 2
    return v0 * (c2 * c2) ** 2


# ---------- reference for the ring: density matrices on a Fourier grid ----------
G = 32
h = L / G
x = h * np.arange(G)
k = 2 * np.pi * np.fft.fftfreq(G, d=h)
index = (np.arange(G)[:, None] - np.arange(G)[None, :]) % G
U = pair_potential(x[:, None] - x[None, :]).ravel()
one = np.eye(G)


def momentum_function(values):
    """Position-space matrix of an even function of momentum."""
    return np.fft.ifft(values).real[index]


def trotter_state(slices):
    step = beta / slices
    free = momentum_function(np.exp(-step * k**2 / 2))
    half = np.exp(-step * U / 2)
    factor = half[:, None] * np.kron(free, free) * half[None, :]
    return np.linalg.matrix_power(factor, slices)


def bose_state(rho):
    """Symmetrize over exchange and normalize the trace to one."""
    r = rho.reshape(G, G, G, G)
    sym = 0.5 * (r + r.transpose(0, 1, 3, 2))
    return sym / np.einsum('abab->', sym)


def mean_per_particle(state, op):
    total = np.kron(op, one) + np.kron(one, op)
    return np.sum(state.reshape(G * G, G * G) * total.T) / 2


zero_projector = np.ones((G, G)) / G
kinetic = momentum_function(k**2 / 2)
rho4 = trotter_state(M)
state4 = bose_state(rho4)
f0_ref = mean_per_particle(state4, zero_projector)
K_ref = mean_per_particle(state4, kinetic)
gamma = 2 * np.einsum('abcb->ac', state4)
g_ref = gamma[0] * G / 2
assert abs(g_ref[0] - 1) < 1e-9
assert abs(g_ref.mean() - f0_ref) < 1e-9
curvature = (-2 * g_ref[2] + 32 * g_ref[1] - 30 * g_ref[0]) / (12 * h**2)
assert abs(curvature + 2 * K_ref) < 2e-3   # fourth-order difference error
assert g_ref[G // 2] < f0_ref

# Full interaction weight on one end and none on the other.
end = np.exp(tau * U / 2)
gamma_bad = 2 * np.einsum('abcb->ac', bose_state(end[:, None] * rho4 / end[None, :]))
g0_bad = gamma_bad[0, 0] * G / 2
f0_bad = gamma_bad.sum() / (2 * G)
assert abs(g0_bad - 1) < 1e-9 and f0_bad > f0_ref + 1e-5

# Time-step error against diagonalization of the Hamiltonian.
H = np.kron(kinetic, one) + np.kron(one, kinetic) + np.diag(U)
energy, vectors = np.linalg.eigh(H)
rho_h = (vectors * np.exp(-beta * (energy - energy[0]))) @ vectors.T
f0_h = mean_per_particle(bose_state(rho_h), zero_projector)
f0_16 = mean_per_particle(bose_state(trotter_state(16)), zero_projector)
f0_32 = mean_per_particle(bose_state(trotter_state(32)), zero_projector)
error_ratio = (f0_16 - f0_h) / (f0_32 - f0_h)
assert 3.5 < error_ratio < 4.5

# ---------- two-sector path Monte Carlo on the ring ----------
rng = np.random.default_rng(20)
walkers, groups, burn, sweeps = 2000, 20, 80, 550
group = np.arange(walkers) // (walkers // groups)
nbin = 16
width = L / 2 / nbin


def log_weight(beads, tail, swap):
    """Both sectors have 2*M links; a closed path has tail = first bead."""
    last = np.stack([tail, beads[:, 0, 1]], axis=1)
    last = np.where(swap[:, None], last[:, ::-1], last)
    path = np.concatenate([beads, last[:, None, :]], axis=1)
    d = wrap(path[:, 1:] - path[:, :-1])
    # Nearest winding image and its two neighbours; farther ones are negligible.
    images = np.log1p(2 * np.exp(-L**2 / (2 * tau)) * np.cosh(d * L / tau))
    links = (-d**2 / (2 * tau) + images).sum(axis=(1, 2))
    u = pair_potential(beads[:, :, 0] - beads[:, :, 1])
    u_end = pair_potential(tail - beads[:, 0, 1])
    return links - tau * (u[:, 1:].sum(axis=1) + 0.5 * u[:, 0] + 0.5 * u_end)


beads = rng.uniform(0, L, (walkers, M, 2))
tail = beads[:, 0, 0].copy()
swap = np.zeros(walkers, bool)
is_open = np.zeros(walkers, bool)
logw = log_weight(beads, tail, swap)
hist = np.zeros((groups, nbin))
closed = np.zeros(groups)
for sweep in range(burn + sweeps):
    for move in range(2 * M + 3):
        nb, nt, ns, no, bias = beads, tail, swap, is_open, 0.0
        if move < 2 * M:                        # displace one bead
            nb = beads.copy()
            nb[:, move // 2, move % 2] += rng.uniform(-1, 1, walkers)
            nt = np.where(is_open, tail, nb[:, 0, 0])
        elif move == 2 * M:                     # displace the loose end
            nt = np.where(is_open, tail + rng.uniform(-1, 1, walkers), tail)
        elif move == 2 * M + 1:                 # exchange
            ns = ~swap
        else:                                   # open or close
            no = ~is_open
            nt = np.where(is_open, beads[:, 0, 0], rng.uniform(0, L, walkers))
            bias = np.where(is_open, -1.0, 1.0) * np.log(C * L)
        new = log_weight(nb, nt, ns)
        ok = np.log1p(-rng.random(walkers)) < new - logw + bias
        beads = np.where(ok[:, None, None], nb, beads)
        tail = np.where(ok, nt, tail)
        swap = np.where(ok, ns, swap)
        is_open = np.where(ok, no, is_open)
        logw = np.where(ok, new, logw)
    if sweep >= burn:
        s = np.abs(wrap(tail - beads[:, 0, 0]))
        b = np.minimum((s / width).astype(int), nbin - 1)
        code = group[is_open] * nbin + b[is_open]
        hist += np.bincount(code, minlength=groups * nbin).reshape(groups, nbin)
        closed += np.bincount(group[~is_open], minlength=groups)

# Even polynomial through bin averages, used to reach zero distance.
lo = width * np.arange(nbin)
hi = lo + width
nfit = 8
design = np.stack([(hi**(p + 1) - lo**(p + 1)) / ((p + 1) * width)
                   for p in (0, 2, 4)], axis=1)[:nfit]
origin = np.linalg.pinv(design)[0]


def jackknife(estimator):
    Ht, ct = hist.sum(axis=0), closed.sum()
    left = np.array([estimator(Ht - hist[i], ct - closed[i]) for i in range(groups)])
    return estimator(Ht, ct), np.sqrt((groups - 1) * left.var(axis=0))


def density(Hc):
    return Hc / (Hc.sum() * 2 * width)


g_mc, g_err = jackknife(lambda Hc, c: Hc / (c * C * 2 * width))
f_ratio, f_ratio_err = jackknife(lambda Hc, c: Hc.sum() / (c * C * L))
p0, p0_err = jackknife(lambda Hc, c: origin @ density(Hc)[:nfit])
f_orig, f_orig_err = jackknife(lambda Hc, c: 1 / (L * (origin @ density(Hc)[:nfit])))
g0_mc, g0_err = jackknife(lambda Hc, c: origin @ (Hc / (c * C * 2 * width))[:nfit])

# Reference bin averages from the Fourier series of the grid density matrix.
fk = np.fft.fft(g_ref).real / G
g_bin = np.full(nbin, fk[0])
for q, weight in zip(k[1:], fk[1:]):
    g_bin += weight * (np.sin(q * hi) - np.sin(q * lo)) / (q * width)
fit_bias = origin @ g_bin[:nfit] - 1
assert abs(fit_bias) < 3e-3
assert np.all(np.abs(g_mc - g_bin) < 5 * g_err)
assert abs(f_ratio - f0_ref) < 5 * f_ratio_err and f_ratio_err < 0.015
assert abs(f_orig - f0_ref) < 5 * f_orig_err + 3e-3 and f_orig_err < 0.02
assert abs(g0_mc - 1) < 5 * g0_err + 3e-3 and g0_err < 0.03

# ---------- ideal Bose gas in cubic cells ----------
Tc = 2 * np.pi / zeta(1.5) ** (2 / 3)
T = 0.5 * Tc
b3 = 1 / T


def partition(z):
    """Canonical partition functions from one-particle traces at l*beta."""
    Z = np.zeros(len(z) + 1)
    Z[0] = 1
    for j in range(1, len(z) + 1):
        Z[j] = z[:j] @ Z[j - 1::-1] / j
    return Z


def ideal_cell(side):
    N = side**3
    length = np.arange(1, N + 1)
    n = np.arange(-40, 41)
    q2 = (2 * np.pi * n / side) ** 2
    z = np.exp(-0.5 * b3 * length[:, None] * q2).sum(axis=1) ** 3
    Z = partition(z)
    # Open path of l segments, summed over winding images in real space.
    pts = side * np.arange(24) / 24
    image = side * np.arange(-25, 26)
    var = (b3 * length)[:, None]
    A = np.zeros((N, 24))
    for w in image:
        A += np.exp(-(pts + w) ** 2 / (2 * var)) / np.sqrt(2 * np.pi * var)
    rest = Z[N - 1::-1] / Z[N]
    pairs = (rest[:, None, None] * A[:, :, None] * A[:, None, :]).reshape(N, -1)
    g = (pairs.T @ A).reshape(24, 24, 24)
    # Independent count: put n0 particles in k = 0 and the others in k != 0.
    Zex = partition(np.maximum(z - 1, 0))
    prob = Zex[::-1] / Z[N]
    f0 = np.arange(N + 1) @ prob / N
    assert abs(prob.sum() - 1) < 1e-8
    assert abs(g[0, 0, 0] - 1) < 1e-8
    assert abs(g.mean() - f0) < 1e-8
    assert g[12, 12, 12] < f0
    return N, f0, g[12, 0, 0], g[12, 12, 12]


sides = (6, 8, 12)
cells = [ideal_cell(side) for side in sides]
f_bulk = 1 - 0.5**1.5
f_extrap = (12 * cells[2][1] - 8 * cells[1][1]) / 4
assert abs(f_extrap - f_bulk) < 3e-3       # two cells, linear in 1/L

# ---------- printed numbers ----------
print("RING MODEL, hbar = m = 1, length unit ell")
print(f"circumference L = {L:.1f} ell; particles = 2; time slices = {M}")
print(f"inverse temperature = {beta:.1f} m ell^2/hbar^2; time step = {tau:.2f} same unit")
print(f"repulsion height = {v0:.1f} hbar^2/(m ell^2); open weight C = {C:.2f} 1/ell")
print(f"walkers = {walkers}; measured sweeps = {sweeps}; bin width = {width:.3f} ell")
print(f"open samples = {int(hist.sum())}; closed samples = {int(closed.sum())}")
print(f"sector ratio open/closed = {hist.sum() / closed.sum():.4f}")
print("bin centre (ell), P (1/ell), g from counts, its error, g reference")
P_all = density(hist.sum(axis=0))
for i in (0, 1, 3, 5, 7, 9, 11, 13, 15):
    print(f"  {lo[i] + width / 2:.4f}  {P_all[i]:.4f}  {g_mc[i]:.4f}  "
          f"{g_err[i]:.4f}  {g_bin[i]:.4f}")
print(f"P(0) from even fit = {p0:.4f} +- {p0_err:.4f} 1/ell")
print(f"g(0) from sector counts and fit = {g0_mc:.4f} +- {g0_err:.4f}")
print(f"fit bias at zero distance, reference data = {fit_bias:.1e}")
print(f"f0 from sector ratio = {f_ratio:.4f} +- {f_ratio_err:.4f}")
print(f"f0 from 1/(L P(0)) = {f_orig:.4f} +- {f_orig_err:.4f}")
print(f"f0 reference, 4 slices = {f0_ref:.5f}")
print(f"g(L/2) reference, 4 slices = {g_ref[G // 2]:.5f}")
print(f"kinetic energy per particle = {K_ref:.5f} hbar^2/(m ell^2)")
print(f"curvature of g at zero = {curvature:.5f} 1/ell^2")
print(f"f0 with one-sided end weight = {f0_bad:.5f}; its g(0) = {g0_bad:.5f}")
print(f"f0 with 16 slices = {f0_16:.6f}; with 32 slices = {f0_32:.6f}")
print(f"f0 from Hamiltonian = {f0_h:.6f}; error ratio 16/32 slices = {error_ratio:.3f}")
print("IDEAL GAS, hbar = m = 1, density = 1, length unit n^(-1/3)")
print(f"bulk Tc = {Tc:.4f}, T = {T:.4f} hbar^2 n^(2/3)/(m k_B)")
print("side, N, f0, g at (L/2,0,0), g at (L/2,L/2,L/2)")
for side, (N, f0, face, corner) in zip(sides, cells):
    print(f"  {side}  {N}  {f0:.5f}  {face:.5f}  {corner:.5f}")
print(f"f0 extrapolated in 1/L from sides 8 and 12 = {f_extrap:.5f}")
print(f"bulk condensate fraction = {f_bulk:.5f}")
print("no test failed")
```

Running it gives:

```
RING MODEL, hbar = m = 1, length unit ell
circumference L = 4.0 ell; particles = 2; time slices = 4
inverse temperature = 2.0 m ell^2/hbar^2; time step = 0.50 same unit
repulsion height = 4.0 hbar^2/(m ell^2); open weight C = 0.30 1/ell
walkers = 2000; measured sweeps = 550; bin width = 0.125 ell
open samples = 550523; closed samples = 549477
sector ratio open/closed = 1.0019
bin centre (ell), P (1/ell), g from counts, its error, g reference
  0.0625  0.2975  0.9935  0.0044  0.9988
  0.1875  0.2978  0.9946  0.0064  0.9914
  0.4375  0.2861  0.9554  0.0049  0.9571
  0.6875  0.2729  0.9116  0.0055  0.9035
  0.9375  0.2518  0.8410  0.0044  0.8414
  1.1875  0.2324  0.7762  0.0059  0.7816
  1.4375  0.2190  0.7315  0.0039  0.7326
  1.6875  0.2090  0.6980  0.0045  0.6996
  1.9375  0.2071  0.6918  0.0048  0.6851
P(0) from even fit = 0.2989 +- 0.0011 1/ell
g(0) from sector counts and fit = 0.9981 +- 0.0030
fit bias at zero distance, reference data = -2.9e-04
f0 from sector ratio = 0.8349 +- 0.0017
f0 from 1/(L P(0)) = 0.8365 +- 0.0031
f0 reference, 4 slices = 0.83393
g(L/2) reference, 4 slices = 0.68430
kinetic energy per particle = 0.23810 hbar^2/(m ell^2)
curvature of g at zero = -0.47616 1/ell^2
f0 with one-sided end weight = 0.89174; its g(0) = 1.00000
f0 with 16 slices = 0.860711; with 32 slices = 0.861994
f0 from Hamiltonian = 0.862417; error ratio 16/32 slices = 4.027
IDEAL GAS, hbar = m = 1, density = 1, length unit n^(-1/3)
bulk Tc = 3.3125, T = 1.6563 hbar^2 n^(2/3)/(m k_B)
side, N, f0, g at (L/2,0,0), g at (L/2,L/2,L/2)
  6  216  0.76878  0.76686  0.73587
  8  512  0.73896  0.73678  0.71351
  12  1728  0.70848  0.70667  0.69116
f0 extrapolated in 1/L from sides 8 and 12 = 0.64753
bulk condensate fraction = 0.64645
no test failed
```
